# FFT grid size for exact Vψ inside the wavefunction sphere, part 3

The question is which FFT grids give the product $V\psi$ exactly on the wavefunction sphere $S=\{m:|\mathbf k+\mathbf G_m|\le G_{\max}\}$. Hartree atomic units are used.

Indices $m$ label $\mathbf G_m=\sum_i m_i\mathbf b_i$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ and $\mathbf k=\sum_i k_i\mathbf b_i$; $e_i$ is the unit index. The periodic part $u$ of $\psi$ has coefficients $c_m$, $V$ has $V_q$, and $Vu$ has $P_s=\sum_{m'\in S}V_{s-m'}c_{m'}$. In direction $i$, $n_i$ and $p_i$ are the largest indices of $S$ and $V$, and $w_i$ is the index width of $S$. $D$ is the set of differences of members of $S$; filtering removes $V_q$ outside a set containing $D$.

$$|m_i+k_i|\le\frac{G_{\max}|\mathbf a_i|}{2\pi}=x_i.\tag{2}$$

With $N_i$ points $\mathbf r_j$ per direction and $Nl=(N_1l_1,N_2l_2,N_3l_3)$, grid coefficients carry a tilde:

$$\tilde f_m=\sum_lf_{m+Nl}.\tag{10}$$

$$\tilde P_m=P_m+\sum_{l\ne0}P_{m+Nl}.\tag{11}$$

$$\tilde P_m=\sum_{m'\in S}\tilde V_{m-m'}c_{m'},\qquad\tilde V_d=\sum_lV_{d+Nl}.\tag{12}$$

$$\delta P_m=\tilde P_m-P_m=\sum_{l\ne0}\sum_{m'\in S}V_{m-m'+Nl}\,c_{m'}.\tag{14}$$

The theorem says that $\delta P_m=0$ on $S$ if

$$N_i\ge w_i+p_i+1\quad(i=1,2,3),\tag{13}$$

so $N_i\ge4n_i+1$ suffices if $p_i\le2n_i$. For $V$ inside the sphere of radius $2G_{\max}$ and every $\mathbf k$, it suffices that

$$N_i\ge2\lfloor2x_i\rfloor+1\tag{15}$$

The density coefficients are $\rho_q$:

$$|u|^2=\sum_{m,m'\in S}c_{m'}^*c_me^{i\mathbf G_{m-m'}\cdot\mathbf r}=\sum_q\rho_qe^{i\mathbf G_q\cdot\mathbf r},\qquad\rho_q=\sum_{m'}c_{m'}^*c_{m'+q},\tag{16}$$

The example is a simple cubic cell, $a=8$, $b=2\pi/a$, with periodic Gaussian wells of depth $V_0=20$, width $\sigma=0.3$ and centre $\boldsymbol\tau=(0.15,0.25,0.35)$:

$$V_q=-\frac{V_0(2\pi\sigma^2)^{3/2}}{a^3}\,e^{-\sigma^2|\mathbf G_q|^2/2}\,e^{-i\mathbf G_q\cdot\boldsymbol\tau}.\tag{20}$$

$V$ is filtered to radius $2G_{\max}$ unless stated otherwise. At $E_{\rm cut}=G_{\max}^2/2=8$ and $\mathbf k=0$, $G_{\max}=4$, $n=5$, $w=p=10$, and $S$ has 515 members. The ground state has $E=-1.319971$ and $\langle V\rangle=-3.403416$. On $N=4n$ points its only errors on $S$ are

$$\delta P_{-ne_i}=V_{2ne_i}c_{ne_i},\qquad\delta P_{ne_i}=V_{-2ne_i}c_{-ne_i}.\tag{17}$$

Write $V_q=-v_qe^{-i\mathbf G_q\cdot\boldsymbol\tau}$, $c_m=\gamma_me^{-i\mathbf G_m\cdot\boldsymbol\tau}$ with $v_q,\gamma_m>0$, $\gamma_n=\gamma_{\pm ne_i}$ and $\alpha_i=2\pi N\tau_i/a$. At fixed orbital the grid shifts $\langle V\rangle$ by the egg-box term

$$\Delta E=-\sum_{l\ne0}A_l\cos(l\cdot\alpha),\qquad A_l=\sum_{m,m'\in S}\gamma_m\gamma_{m'}v_{m-m'+Nl}\ge0,\tag{18}$$

$$\Delta E=-2\,|V_{2ne_1}|\,|c_{ne_1}|^2\sum_{i=1}^3\cos\frac{2\pi N\tau_i}{a},\qquad N=4n.\tag{19}$$

### 13. Results on 20 and 21 points

The exact product has 14003 index vectors in its support, the largest index is $15=3n$, and the largest length is $11.83$ bohr$^{-1}$, below the bound $3G_{\max}=12$ bohr$^{-1}$. On 21 points, 5046 of these vectors are wrapped. The program asserts that every shifted index lands with magnitude between $n+1=6$ and $2n=10$, both ends being reached, and that none lands in $S$. The nearest landing point has $|\mathbf G|=4.7124$ bohr$^{-1}$, which is $6b$ and lies outside $G_{\max}=4$ bohr$^{-1}$. On 20 points, with the window $-10,\dots,9$, the number wrapped is 6138, the nearest landing point has $3.9270$ bohr$^{-1}=5b$, and six land inside the sphere.

The largest errors $|\delta P_m|$ over the 515 members of $S$ are as follows.

| $N$ | largest error (Ha) | coefficients wrong |
|---|---|---|
| 13 | $5.2\times10^{-2}$ | 515 |
| 20 | $1.50\times10^{-5}$ | 6 |
| 21 | $8\times10^{-16}$ | 0 |
| 24 | $8\times10^{-16}$ | 0 |

A coefficient counts as wrong when its error exceeds $10^{-12}$ Ha, and the entries for 21 and 24 are rounding. The grid with 13 points holds the orbital, which needs $w+1=11$, and still returns every coefficient of the product wrong. The aliasing formula (11) is asserted in every array cell for $N=13,20,21,24,31$, with the grid side computed from pointwise values and the other side from the explicit convolution. On 21 points $\langle V\rangle=-3.4034156717$ Ha, equal to the exact value in all printed digits.

The error on 20 points follows from (17) and (20). With $|\mathbf G|=10b=7.85398$ bohr$^{-1}$, the exponent is $0.045\times61.685=2.7758$, and

$$|V_{10e_1}|=1.661092\times10^{-2}\times e^{-2.7758}=1.0348\times10^{-3}\ \text{Ha}.$$

The computed orbital has $|c_{5e_1}|=1.450865\times10^{-2}$, so

$$|V_{10e_1}c_{5e_1}|=1.034827\times10^{-3}\times1.450865\times10^{-2}=1.5014\times10^{-5}\ \text{Ha}.$$

This is the error found at index $-5e_1$ on 20 points, where the exact coefficient has $|P|=0.13102$ Ha, so the relative error of that coefficient is $1.1\times10^{-4}$. The exact value can be checked against the eigenvalue equation, $|P_m|=|E-\tfrac12|\mathbf G_m|^2|\,|c_m|=(1.31997+3.9270^2/2)\times1.450865\times10^{-2}=9.0306\times1.450865\times10^{-2}=0.13102$ Ha. On 21 points the same complex number appears as the error at $-6e_1$, one step outside the sphere, where $|P|=0.10148$ Ha and the relative error is $1.5\times10^{-4}$. Both identifications are asserted by the program. The component at $-6e_1$ is nearly as large as the one at $-5e_1$, so the product is far from confined to $S$ in this model, and the projection discards a substantial part of it.

For the egg-box term the angles are $\alpha_i=2\pi\times20\,\tau_i/8=5\pi\tau_i$, that is $0.75\pi$, $1.25\pi$ and $1.75\pi$. The cosines are $-1/\sqrt2$, $-1/\sqrt2$ and $+1/\sqrt2$, with sum $-0.707107$. With $|c_{5e_1}|^2=2.10501\times10^{-4}$, equation (19) gives

$$\Delta E=-2\times1.034827\times10^{-3}\times2.10501\times10^{-4}\times(-0.707107)=3.0806\times10^{-7}\ \text{Ha},$$

or $8.38\times10^{-6}$ eV, in asserted agreement with the shift computed on the grid. Relative to $|\langle V\rangle|$ it is $9\times10^{-8}$. It is small because (19) contains the edge coefficient of the potential and the square of the edge coefficient of the orbital. Missing the bound by one point costs little here, where each axis has a single pair of edge members. When many members of $S$ share the largest index, $A_l$ in (18) is a sum of many positive terms, and the cost can be much larger.

The density coefficients (16) are exact to $2.7\times10^{-15}$ on 21 points and wrong by $2.105\times10^{-4}$ on 20, relative to $\rho_0=1$. On 20 points $\tilde\rho_{10e_i}=\rho_{10e_i}+\rho_{-10e_i}$, and $\rho_{-10e_i}=c_{5e_i}^*c_{-5e_i}$ is a single term of magnitude $\gamma_n^2=2.105\times10^{-4}$, which matches the printed error. With $V$ cut to the box $p=n=5$, the error is $7\times10^{-16}$ Ha on $3n+1=16$ points and $1.204\times10^{-4}$ Ha on 15. The argument of (17) with $N=15$ and $p=5$ leaves the single term $V_{5e_i}c_{5e_i}$, of magnitude $1.661092\times10^{-2}\times e^{-0.045\times3.9270^2}\times1.450865\times10^{-2}=1.204\times10^{-4}$ Ha.

### 14. When $4n+1$ is not enough for a filtered potential

Raising the cutoff to $E_{\rm cut}=10$ Ha gives $G_{\max}=4.4721$ bohr$^{-1}$ and $x=5.6941$. At $\mathbf k=0$ still $n=5$ and $w=10$, but $2x=11.39$, and the sphere of radius $2G_{\max}$ has $p=11=2n+1$. The hypothesis $p\le2n$ fails. On 21 points the pair $m=-5e_1$, $m'=5e_1$, $l=e_1$ gives $q=(-10+21)e_1=11e_1$, which is in the support of $V$. With a random normalized orbital the largest error on $S$ is $1.6\times10^{-4}$ Ha. There are two cures, both asserted. One is $N=w+p+1=22$, where the error is at rounding level. On that grid $V_{11e_1}$ and $V_{-11e_1}$ share an array cell, so the grid does not represent $V$ faithfully, but no difference of members of $S$ reaches index 11 and (12) never reads that cell. The other is to remove the components with $|q_i|=11$, which lie outside $D$, after which 21 points are exact.

The second failure concerns $\mathbf k$. For $k=(\tfrac12,0,0)$ at the same cutoff, (2) reads $|m_1+\tfrac12|\le5.6941$, and $m_1$ runs from $-6$ to $5$, so $w=(11,10,10)$. Even with $V$ filtered to $D$, which has $p=w$, condition (13) asks for $N_1\ge23$. The value $n=5$ taken from $\mathbf k=0$ gives 21, which is too small. The largest errors for a random orbital are $1.5\times10^{-4}$ Ha on 21 points and $5.8\times10^{-5}$ Ha on 22, where the differences $m_1-m'_1=-11$ and $+11$ share a residue and are aliased to each other, so that the wrong coefficients lie on both edges, $m_1=-6$ and $m_1=5$. The grid from (15), $2\times11+1=23$, is exact to rounding. The value $n_1=6$ that belongs to this sphere gives $4n_1+1=25$, which is sufficient but larger than needed because the index range is not symmetric about zero. A single potential on a single grid serves all $\mathbf k$ of a calculation, and its filter must then contain every difference set. The sphere of radius $2G_{\max}$ does so, and (15) is the matching grid condition.

### 15. Potentials sampled without filtering

A potential known through its Fourier coefficients, such as a local pseudopotential written as form factor times structure factor, can be filtered. A potential evaluated point by point can be filtered exactly when it is band-limited, as a polynomial in the density is: with largest indices $p_i$, a grid with $N_i\ge w_i+p_i+1$ returns its true coefficients on $D$ by (10). When it is not band-limited, its grid coefficients already contain the aliases (10). Evaluating it on a finer grid, transforming it there and truncating the result reduces this aliasing, but in general does not remove it on any finite grid. The exchange-correlation potential is of this kind. In the local density approximation the exchange part is proportional to the cube root of the density, and a non-polynomial function of a finite Fourier series is in general not a finite Fourier series. Equation (12) then describes the situation fully. On $4n+1$ points the values $V(\mathbf r_j)$ define an interpolating series with indices $|d_i|\le2n_i$ and coefficients $\tilde V_d$. The theorem applies to that series, so the multiplication by $\psi$ adds no error on $S$. The error lies in $\tilde V_d-V_d=\sum_{l\ne0}V_{d+Nl}$, which is the aliasing of the potential itself. For $d\in D$ it contains only coefficients with $|q_i|\ge N_i-w_i$ in some direction and is at most the sum of their magnitudes, which tends to zero as the grid is refined. In general it vanishes on no finite grid.

The unfiltered Gaussian sampled in real space shows this. The program asserts that the grid result equals the convolution with the folded $\tilde V_d$ for $N=21,24,32$, and that the largest error on $S$ decreases through this sequence. The errors are $6.1\times10^{-4}$, $5.1\times10^{-5}$ and $7.2\times10^{-9}$ Ha. The first is about 40 times the error of the filtered potential on 20 points. In the unfiltered case every $m'\in S$ contributes to (14), and for fixed $l$ each term has the phase $-e^{-i\mathbf G_{m+Nl}\cdot\boldsymbol\tau}$ times the positive number $v_{m-m'+Nl}\gamma_{m'}$, so the terms belonging to one $l$ add without cancellation where the filtered case had a single term. They are of very unequal size, because $v$ falls off as a Gaussian, and only part of the 515 contributes appreciably.

The shifts of $\langle V\rangle$ at fixed orbital, which are first order in the aliasing error, do not follow the same order. They are $4.4\times10^{-4}$ Ha on 21 points, which is $1.3\times10^{-4}$ of $|\langle V\rangle|$, then $4.7\times10^{-10}$ Ha on 24 points and $2.3\times10^{-9}$ Ha on 32. The finer grid has the larger shift although its coefficient errors are almost four orders of magnitude smaller. Equation (18) accounts for this. The six vectors $l=\pm e_i$ share one $A_l$ and contribute $-2A_{e_1}\sum_i\cos\alpha_i$. For $N=24$ the angles are $6\pi\tau_i=0.9\pi,\ 1.5\pi,\ 2.1\pi$, with cosines $-\cos(\pi/10)$, $0$ and $+\cos(\pi/10)$, and the sum is exactly zero. The leading term cancels for this particular position of the well. The twelve vectors of type $(\pm1,\pm1,0)$ give, through $\cos(\alpha+\beta)+\cos(\alpha-\beta)=2\cos\alpha\cos\beta$, the term $-4A_{(1,1,0)}\sum_{i<j}\cos\alpha_i\cos\alpha_j=+4A_{(1,1,0)}\cos^2(\pi/10)$, which is positive like the printed shift. Its size is not computed separately. For $N=32$ the angles are $8\pi\tau_i=1.2\pi,\ 2\pi,\ 2.8\pi$, the sum is $1-2\cos(\pi/5)<0$, and the leading term survives with a positive sign, again as printed. The reversed order holds for the shift at fixed orbital only. The ground-state eigenvalue on the grid also contains a second-order term, which is never positive and is not removed by this cancellation, so the reversed order is not claimed for the eigenvalue. A small first-order shift at one geometry is not evidence that a grid is adequate for an unfiltered potential, since it may come from a zero of the egg-box oscillation. The program whose output follows checks the grid errors and energy shifts quoted in sections 10 and 12 to 15. The hexagonal-cell comparison of section 7 and the split of the unfiltered shifts into the terms $A_l$ are derived in the text and are not part of it.

## Computed results

```
a = 8.0 bohr, V0 = 20.0 Ha, sigma = 0.3 bohr, Ecut = 8.0 Ha
tau = [0.15, 0.25, 0.35] bohr
b = 2pi/a = 0.785398 1/bohr, prefactor |V_0| = 1.661092e-02 Ha
Gmax = 4.0000, 2Gmax = 8.0000, 3Gmax = 12.0000 1/bohr
x = Gmax a/2pi = 5.0930, n = 5, p = 10, 4n+1 = 21
plane waves in psi sphere = 515, in V sphere = 4385
ground state E = -1.31997061 Ha = -35.91823 eV
<T> = 2.08344506 Ha, <V> exact = -3.4034156717 Ha
N = 13: max error in sphere = 5.174e-02 Ha, wrong = 515
N = 20: max error in sphere = 1.501e-05 Ha, wrong = 6
N = 21: max error in sphere = 7.783e-16 Ha, wrong = 0
N = 24: max error in sphere = 8.334e-16 Ha, wrong = 0
product support: 14003 vectors, max index 15, max |G| = 11.8332 1/bohr
N = 21: wrapped 5046, nearest landing |G| = 4.7124 1/bohr, in sphere 0
N = 20: wrapped 6138, nearest landing |G| = 3.9270 1/bohr, in sphere 6
|V_(2n,0,0)| = 1.034827e-03 Ha, |c_(n,0,0)| = 1.450865e-02
|V_2n c_n| = 1.501394e-05 Ha
N = 21: error at index -6 = 1.501394e-05 Ha, exact |P| = 1.014777e-01 Ha
N = 20: error at index -5 = 1.501394e-05 Ha, exact |P| = 1.310218e-01 Ha
sum of cosines = -0.707107, egg-box formula = 3.080611e-07 Ha
N = 20: <V> shift = 3.080611e-07 Ha = 8.3828e-06 eV
N = 21: <V> = -3.4034156717 Ha
density coefficients (norm 1): error N=21 2.68e-15, N=20 2.105e-04
unfiltered V, N = 21: max error 6.081e-04 Ha, <V> shift 4.430e-04 Ha
unfiltered V, N = 24: max error 5.074e-05 Ha, <V> shift 4.734e-10 Ha
unfiltered V, N = 32: max error 7.198e-09 Ha, <V> shift 2.314e-09 Ha
p = n: error N=15 1.204e-04 Ha, N=16 7.49e-16 Ha
Ecut = 10.0 Ha: Gmax = 4.4721 1/bohr, x = 5.6941, n = 5, p = 11
  error N=21 1.584e-04 Ha, N=22 2.82e-17 Ha, p cut to 2n N=21 4.12e-17 Ha
k = [0.5, 0.0, 0.0]: m1 from -6 to 5, w = [11, 10, 10], safe N = 23
  error N=21 1.527e-04 Ha, N=22 5.757e-05 Ha, N=23 2.83e-17 Ha
triclinic: a_i = [[6.0, 0.0, 0.0], [1.5, 8.0, 0.0], [1.0, -2.0, 5.0]] bohr, k = [0.2, -0.3, 0.1], Gmax = 3.5 1/bohr
  x = [3.342, 4.534, 3.051], n = [3, 4, 3], w = [6, 8, 5], plane waves 173
  unit-norm V: error 2w+1 8.3e-17, 4n+1 1.0e-16, one axis short 7.51e-03 or more
```
